# Time for Millionfold Growth of an Avalanche Fed by Ions: test program

```python
# Result under test: if every ion-transit generation multiplies the current of
# a burst-started avalanche by mu and lasts tau, growth by a factor G takes
#     t = tau * ln(G) / ln(mu);  mu = 1.1, tau = 2 us, G = 1e6 give about 0.29 ms.
# Symbols: alpha = ionisations per cm per electron, d = gap, a = alpha*d,
# gamma = electrons released per ion at the cathode, v = ion drift speed,
# mu = gamma*(exp(a)-1), x = distance from the cathode.
# Gas and surface data are rough typical values for argon and a metal cathode.
import math
import numpy as np
from scipy.constants import e as q_e, epsilon_0
from scipy.integrate import quad, trapezoid, cumulative_trapezoid
from scipy.optimize import brentq

rng = np.random.default_rng(12345)
mu, tau, G = 1.1, 2.0, 1.0e6            # tau in microseconds

# ---- growth law, checked by exact integer arithmetic: 11^n >= 10^(n+6)
n_real = math.log(G) / math.log(mu)
t_real = tau * n_real
n_whole = 0
while 11**n_whole < 10**(n_whole + 6):
    n_whole += 1
assert n_whole == math.ceil(n_real)
assert abs(t_real / 1000 - 0.29) < 0.005
t_double = tau * math.log(2) / math.log(mu)

# ---- steady source instead of a burst: add the initial current each generation
current, n_steady = 1.0, 0
while current < G:
    current = mu * current + 1.0
    n_steady += 1
assert n_steady == math.ceil(math.log(1 + G * (mu - 1)) / math.log(mu) - 1)

# ---- gap that has this multiplication
p, d, gamma = 3.5, 0.3, 0.07            # Torr, cm, electrons per ion
A, B = 12.0, 180.0                      # 1/(cm Torr), V/(cm Torr)


def alpha_of(field):
    return A * p * np.exp(-B * p / field)


def mu_of(voltage):
    return gamma * (math.exp(alpha_of(voltage / d) * d) - 1)


a = math.log(1 + mu / gamma)
V = B * p * d / math.log(A * p * d / a)
V_break = brentq(lambda u: mu_of(u) - 1, 60, 300)
assert abs(brentq(lambda u: mu_of(u) - mu, 60, 300) / V - 1) < 1e-9
E0 = V / d
assert 100 < E0 / p < 600              # usual range of the ionisation fit
slabs = 200000                          # avalanche built slab by slab
assert abs(gamma * ((1 + a / slabs)**slabs - 1) / mu - 1) < 1e-4

# ---- mean ion delay as a fraction of the full-gap transit time
fraction = 1 / (1 - math.exp(-a)) - 1 / a
num = quad(lambda u: u * math.exp(a * u), 0, 1)[0]
den = quad(lambda u: math.exp(a * u), 0, 1)[0]
assert abs(num / den - fraction) < 1e-9
T_full = tau / fraction                 # microseconds
v = d / (T_full * 1e-6)                 # cm/s
mobility = v / E0
mobility_reduced = mobility * p / 760 * 273.15 / 300


# ---- growth rate with the full spread of ion delays
def rate(full_delay):
    def balance(s):
        k = a - s * full_delay
        return gamma * a * math.expm1(k) / k - 1
    return brentq(balance, 1e-6, 0.3)


t_spread = math.log(G) / rate(T_full)
cells = 200
dt = T_full / cells
weight = gamma * a / cells * np.exp(a * np.arange(cells + 1) / cells)
weight[0] *= 0.5
weight[-1] *= 0.5
steps = int(400 / dt)
j = np.ones(steps + cells)
back = weight[1:][::-1].copy()
for i in range(cells, len(j)):
    j[i] = back @ j[i - cells:i] / (1 - weight[0])
start = cells + int(40 / dt)            # after the starting transient
log_gain = np.log(j[start:] / j[start])
t_sim = np.interp(math.log(G), log_gain, dt * np.arange(len(log_gain)))
assert abs(t_sim / t_spread - 1) < 1e-3
assert abs(t_spread / t_real - 1) < 0.02

# ---- electron flight time added to each ion delay
v_electron = 2.0e7                      # cm/s, rough
t_electron = math.log(G) / rate(T_full * (1 + v / v_electron))

# ---- part of the feedback by prompt photons, total mu unchanged
share = 0.1
mu_photon, mu_ion = share * mu, (1 - share) * mu
mu_mixed = mu_ion / (1 - mu_photon)
prompt, total = mu_ion, 0.0
for _ in range(60):
    total += prompt
    prompt *= mu_photon
assert abs(total - mu_mixed) < 1e-12
t_photon = tau * math.log(G) / math.log(mu_mixed)

# ---- voltage error of one percent at fixed generation time
t_low = tau * math.log(G) / math.log(mu_of(0.99 * V))
t_high = tau * math.log(G) / math.log(mu_of(1.01 * V))

# ---- chance: single avalanches simulated ionisation by ionisation
electrons = np.ones(60000, dtype=np.int64)
for _ in range(400):
    electrons += rng.binomial(electrons, math.expm1(a / 400))
next_gen = rng.binomial(electrons - 1, gamma)
variance = mu + mu**2
assert abs(next_gen.mean() - mu) < 0.03
assert abs(next_gen.var() / variance - 1) < 0.06
assert abs(np.mean(next_gen == 0) - 1 / (1 + mu)) < 0.012


def run_generations(seeds, runs):
    z = np.full(runs, seeds, dtype=np.int64)
    for _ in range(n_whole):
        alive = z > 0
        z[alive] = rng.negative_binomial(z[alive], 1 / (1 + mu))
    return z


die_one = 1 / mu
died_sim = np.mean(run_generations(1, 20000) == 0)
assert abs(died_sim - die_one) < 0.01
N0, area = 100, 100.0                   # starting electrons, cm^2
final = run_generations(N0, 4000)
spread = math.sqrt((mu + 1) / ((mu - 1) * N0))
spread_sim = final.std() / final.mean()
assert abs(spread_sim / spread - 1) < 0.08
t_scatter = tau * np.std(np.log(final[final > 0])) / math.log(mu)

# ---- ion space charge after growth by G, at fixed voltage
x = np.linspace(0, d, 2001)
j_start = N0 * q_e / (tau * 1e-6) / area        # A/cm^2 at the cathode
j_end = G * j_start
eps_cm = epsilon_0 / 100                        # F/cm


def distorted(j_cathode):
    rho = j_cathode * (math.exp(a) - np.exp(a * x / d)) / v
    drop = cumulative_trapezoid(rho, x, initial=0) / eps_cm
    field = E0 - drop + trapezoid(drop, x) / d
    return drop[-1], trapezoid(alpha_of(field), x)


swing, a_end = distorted(j_end)
in_flight = j_end * (math.exp(a) - 1) * tau * 1e-6
assert abs(swing / (in_flight / eps_cm) - 1) < 1e-4
a_twice = distorted(2 * j_end)[1]
assert 3.6 < (a_twice - a) / (a_end - a) < 4.4  # second-order effect
mu_end = gamma * math.expm1(a_end)

print(f"multiplication per generation: {mu:.1f}")
print(f"generation time: {tau:.1f} us")
print(f"target growth factor: {G:.0e}")
print(f"ln(G): {math.log(G):.4f}")
print(f"ln(mu): {math.log(mu):.5f}")
print(f"generations, real number: {n_real:.2f}")
print(f"growth time: {t_real:.1f} us = {t_real/1000:.3f} ms")
print(f"whole generations: {n_whole}")
print(f"time of whole generations: {n_whole*tau:.0f} us")
print(f"growth one generation earlier: {mu**(n_whole-1):.4e}")
print(f"growth at whole generations: {mu**n_whole:.4e}")
print(f"exponential rate: {math.log(mu)/tau:.5f} per us")
print(f"doubling time: {t_double:.2f} us")
print(f"steady source, generations: {n_steady}")
print(f"steady source, time: {n_steady*tau:.0f} us")
print(f"pressure: {p:.1f} Torr")
print(f"gap: {d:.1f} cm")
print(f"electrons per ion gamma: {gamma:.2f}")
print(f"ionisation constant A: {A:.0f} per cm Torr")
print(f"ionisation constant B: {B:.0f} V per cm Torr")
print(f"alpha*d: {a:.3f}")
print(f"ions per cathode electron: {math.exp(a)-1:.2f}")
print(f"voltage for mu = 1.1: {V:.1f} V")
print(f"breakdown voltage, mu = 1: {V_break:.1f} V")
print(f"overvoltage: {100*(V/V_break-1):.2f} percent")
print(f"field: {E0:.0f} V/cm")
print(f"field over pressure: {E0/p:.0f} V per cm Torr")
print(f"mean delay / full transit: {fraction:.3f}")
print(f"full-gap ion transit: {T_full:.2f} us")
print(f"ion drift speed: {v:.2e} cm/s")
print(f"ion mobility in the gap: {mobility:.0f} cm2/Vs")
print(f"reduced mobility (gas at 300 K): {mobility_reduced:.2f} cm2/Vs")
print(f"time with spread of delays, root: {t_spread:.1f} us")
print(f"time with spread, simulated: {t_sim:.1f} us")
print(f"electron speed, rough: {v_electron:.0e} cm/s")
print(f"time with spread and electron flight: {t_electron:.1f} us")
print(f"photon share of feedback: {share:.1f}")
print(f"time with prompt photons: {t_photon:.1f} us")
print(f"mu at 1 percent lower voltage: {mu_of(0.99*V):.4f}")
print(f"time at 1 percent lower voltage: {t_low:.0f} us")
print(f"mu at 1 percent higher voltage: {mu_of(1.01*V):.4f}")
print(f"time at 1 percent higher voltage: {t_high:.0f} us")
print(f"starting electrons: {N0}")
print(f"electrode area: {area:.0f} cm2")
print(f"extinction from one electron, formula: {die_one:.3f}")
print(f"extinction from one electron, simulated: {died_sim:.3f}")
print(f"extinction from all starters: {die_one**N0:.1e}")
print(f"relative current spread, formula: {spread:.3f}")
print(f"relative current spread, simulated: {spread_sim:.3f}")
print(f"scatter of growth time, simulated: {t_scatter:.1f} us")
print(f"initial cathode electron current: {j_start:.2e} A/cm2")
print(f"final cathode electron current: {j_end:.2e} A/cm2")
print(f"final field difference across gap: {swing:.1f} V/cm")
print(f"field difference / mean field: {100*swing/E0:.1f} percent")
print(f"mu with final space charge: {mu_end:.5f}")
print("finished without a failed check")
```

Output:

```
multiplication per generation: 1.1
generation time: 2.0 us
target growth factor: 1e+06
ln(G): 13.8155
ln(mu): 0.09531
generations, real number: 144.95
growth time: 289.9 us = 0.290 ms
whole generations: 145
time of whole generations: 290 us
growth one generation earlier: 9.1316e+05
growth at whole generations: 1.0045e+06
exponential rate: 0.04766 per us
doubling time: 14.55 us
steady source, generations: 120
steady source, time: 240 us
pressure: 3.5 Torr
gap: 0.3 cm
electrons per ion gamma: 0.07
ionisation constant A: 12 per cm Torr
ionisation constant B: 180 V per cm Torr
alpha*d: 2.816
ions per cathode electron: 15.71
voltage for mu = 1.1: 126.1 V
breakdown voltage, mu = 1: 123.5 V
overvoltage: 2.15 percent
field: 420 V/cm
field over pressure: 120 V per cm Torr
mean delay / full transit: 0.709
full-gap ion transit: 2.82 us
ion drift speed: 1.06e+05 cm/s
ion mobility in the gap: 253 cm2/Vs
reduced mobility (gas at 300 K): 1.06 cm2/Vs
time with spread of delays, root: 288.3 us
time with spread, simulated: 288.2 us
electron speed, rough: 2e+07 cm/s
time with spread and electron flight: 289.8 us
photon share of feedback: 0.1
time with prompt photons: 259.5 us
mu at 1 percent lower voltage: 1.0515
time at 1 percent lower voltage: 550 us
mu at 1 percent higher voltage: 1.1503
time at 1 percent higher voltage: 197 us
starting electrons: 100
electrode area: 100 cm2
extinction from one electron, formula: 0.909
extinction from one electron, simulated: 0.906
extinction from all starters: 7.3e-05
relative current spread, formula: 0.458
relative current spread, simulated: 0.460
scatter of growth time, simulated: 10.8 us
initial cathode electron current: 8.01e-14 A/cm2
final cathode electron current: 8.01e-08 A/cm2
final field difference across gap: 28.4 V/cm
field difference / mean field: 6.8 percent
mu with final space charge: 1.09946
finished without a failed check
```
